# The Kleinman–Bylander Separable Form: Exactness, Second-Order Errors and Ghost States: test program

```python
"""Kleinman-Bylander (KB) separable form of one semilocal channel.

Result under test, in Hartree atomic units:
    K = |dV phi><dV phi| / v,   v = <phi|dV|phi>,   D = dV - K.
D phi = 0; expectation and eigenvalue errors are second order in the
deviation from phi, whereas the error of the action D psi is first order.
phi: reference orbital; dV: channel potential minus local potential.
Radial functions u(r) = r R(r) are represented on a uniform sinc grid;
vectors contain sqrt(spacing)*u, so dot products are radial integrals.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.special import erf
from scipy.constants import physical_constants

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]


def radial_grid(spacing, length):
    """Points and s-wave kinetic-energy matrix on the half line."""
    n = int(round(length / spacing))
    i = np.arange(1, n + 1)
    diff = i[:, None] - i[None, :]
    total = i[:, None] + i[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = sign * (2.0 / safe**2 - 2.0 / total**2)
    np.fill_diagonal(kinetic, np.pi**2 / 3 - 1 / (2.0 * i**2))
    return spacing * i, kinetic / (2 * spacing**2)


def separable(delta, orbital):
    projector = delta * orbital
    return np.outer(projector, projector) / (orbital @ projector)


def quadratic_coefficient(delta, orbital, deviation):
    strength = orbital @ (delta * orbital)
    cross = deviation @ (delta * orbital)
    return deviation @ (delta * deviation) - cross**2 / strength


spacing, length = 0.1, 40.0
core_height = 2.0
r, kinetic = radial_grid(spacing, length)
oscillator = eigh(kinetic + np.diag(r**2 / 2), eigvals_only=True)
assert abs(oscillator[0] - 1.5) < 1e-9

v_local = -erf(r) / r
delta = core_height * np.exp(-r**2)
h_local = kinetic + np.diag(v_local)
h_semi = h_local + np.diag(delta)
e_local = eigh(h_local, eigvals_only=True)
e_semi, states = eigh(h_semi)
phi, energy = states[:, 0], e_semi[0]
phi = phi * np.sign(phi[5])
strength = phi @ (delta * phi)
k_sep = separable(delta, phi)
error_op = np.diag(delta) - k_sep
h_sep = h_local + k_sep
e_sep, sep_states = eigh(h_sep)

# Reference exactness and convergence with an independent grid.
assert np.linalg.norm(error_op @ phi) < 1e-12
assert abs(e_sep[0] - energy) < 1e-10
r2, kinetic2 = radial_grid(0.125, length)
h_other = kinetic2 + np.diag(-erf(r2) / r2 + core_height * np.exp(-r2**2))
energy_other = eigh(h_other, eigvals_only=True)[0]
assert abs(energy_other - energy) < 1e-8

# A projector with the right expectation but the wrong action.
simple = strength * np.outer(phi, phi)
e_simple = eigh(h_local + simple, eigvals_only=True)[0]
assert abs(phi @ simple @ phi - strength) < 1e-12
assert abs(e_simple - energy) > 1e-3

print("MODEL: V_loc=-erf(r)/r, dV=A exp(-r^2), W=exp(-r^2/4)")
print(f"Core height A = {core_height:.1f} hartree")
print(f"Grid spacing = {spacing:.3f} bohr; length = {length:.1f} bohr")
print(f"Reference energy, semilocal = {energy:.8f} hartree")
print(f"Reference energy, KB = {e_sep[0]:.8f} hartree")
print(f"Reference strength v = {strength:.8f} hartree")
print(f"Lowest energy with v|phi><phi| = {e_simple:.8f} hartree")

# Prescribed deviation: orthogonalized u = r exp(-r^2/2).
chi = r * np.exp(-r**2 / 2)
chi -= phi * (phi @ chi)
chi /= np.linalg.norm(chi)
coefficient = quadratic_coefficient(delta, phi, chi)
cross = chi @ (delta * phi)
chi_delta = chi @ (delta * chi)
action_slope = np.linalg.norm(error_op @ chi)
print("PRESCRIBED DEVIATION: chi from u=r exp(-r^2/2)")
print(f"<chi|dV|chi> = {chi_delta:.8f} hartree")
print(f"<chi|dV|phi> = {cross:.8f} hartree")
print(f"<chi|D|chi> = {coefficient:.8f} hartree")
print(f"Norm of D chi = {action_slope:.8f} hartree")
print("eta; KB expectation error; KB action error; simple error [Ha]")
for eta in (0.2, 0.1, 0.05):
    psi = (phi + eta * chi) / np.sqrt(1 + eta**2)
    semilocal_value = np.sum(delta * psi**2)
    mean_error = semilocal_value - psi @ k_sep @ psi
    action_error = np.linalg.norm(delta * psi - k_sep @ psi)
    simple_error = semilocal_value - psi @ simple @ psi
    assert abs(mean_error - eta**2 * coefficient / (1 + eta**2)) < 1e-12
    expected_action = eta * action_slope / np.sqrt(1 + eta**2)
    assert abs(action_error - expected_action) < 1e-12
    expected_simple = (2*eta*cross + eta**2*chi_delta) / (1 + eta**2)
    assert abs(simple_error - expected_simple) < 1e-12
    print(f"{eta:.2f}; {mean_error:.6e}; {action_error:.6e}; "
          f"{simple_error:.6e}")

# Shape variance, positivity, and ordering of all eigenvalues.
weight = delta * phi**2 / strength
core = r < 8.0


def shape_statistics(psi):
    ratio = psi[core] / phi[core]
    mean = np.sum(weight[core] * ratio)
    variance = np.sum(weight[core] * (ratio - mean)**2)
    return mean, variance


psi = (phi + 0.2 * chi) / np.sqrt(1.04)
mean, variance = shape_statistics(psi)
assert abs(psi @ error_op @ psi - strength * variance) < 1e-11
assert eigh(error_op, eigvals_only=True)[0] > -1e-11
assert np.all(e_sep <= e_semi + 1e-9)
print(f"For eta=0.20: mean f = {mean:.6f}; Var f = {variance:.6e}")

# Eigenvalue error in a changed environment.
environment = np.exp(-r**2 / 4)
w_mean = phi @ (environment * phi)
source = -(environment - w_mean) * phi
shift = np.outer(phi, phi) - energy * np.eye(len(r))
response_semi = np.linalg.solve(h_semi + shift, source)
response_sep = np.linalg.solve(h_sep + shift, source)
lambda2 = response_sep @ error_op @ response_semi


def changed_environment(lam):
    w = np.diag(lam * environment)
    ea, a = eigh(h_semi + w, subset_by_index=[0, 0])
    eb, b = eigh(h_sep + w, subset_by_index=[0, 0])
    a, b = a[:, 0], b[:, 0]
    identity = (b @ error_op @ a) / (b @ a)
    assert abs(ea[0] - eb[0] - identity) < 1e-10
    return ea[0], eb[0]


plus, minus = changed_environment(0.005), changed_environment(-0.005)
limit = ((plus[0] - plus[1]) + (minus[0] - minus[1])) / (2 * 0.005**2)
assert abs(limit / lambda2 - 1) < 0.01
print("CHANGED ENVIRONMENT: add lambda W")
print(f"<phi|W|phi> = {w_mean:.8f} (dimensionless)")
print(f"Predicted coefficient of lambda^2 = {lambda2:.6e} hartree^-1")
print(f"Coefficient from diagonalization = {limit:.6e} hartree^-1")
print("lambda [Ha]; E_SL [Ha]; E_KB [Ha]; E_SL-E_KB [Ha]")
previous = None
for lam in (0.08, 0.04, 0.02, 0.01):
    ea, eb = changed_environment(lam)
    gap = ea - eb
    print(f"{lam:.2f}; {ea:.8f}; {eb:.8f}; {gap:.6e}")
    if previous is None:
        print(f"Error at lambda=0.08 = {gap * HARTREE_MEV:.6f} meV")
    else:
        print(f"  error ratio after halving lambda = {previous / gap:.4f}")
    previous = gap

# The second state is orthogonal to phi but can share its core shape.
second = states[:, 1]
second_mean, second_var = shape_statistics(second)
second_error = second @ error_op @ second
assert abs(second_error - strength * second_var) < 1e-11
second_gap = e_semi[1] - e_sep[1]
b = sep_states[:, 1]
assert abs(second_gap - (b @ error_op @ second) / (b @ second)) < 1e-10
assert second_gap > 1e-9
relative_spread = np.sqrt(second_var) / abs(second_mean)
print("SECOND S STATE")
print(f"Semilocal energy = {e_semi[1]:.8f} hartree")
print(f"E_SL-E_KB = {second_gap:.6e} hartree")
print(f"<psi|D|psi> = {second_error:.6e} hartree")
print(f"Relative spread of f in core = {relative_spread:.6f}")

# Same semilocal potential, different local part: ghost test.
moved = 20.0
well = moved * np.exp(-r**2)
delta_deep = delta + well
h_deep = h_local - np.diag(well)
e_deep = eigh(h_deep, eigvals_only=True)
e_ghost = eigh(h_deep + separable(delta_deep, phi), eigvals_only=True)
for local, separated in ((e_local, e_sep), (e_deep, e_ghost)):
    assert np.all(local <= separated + 1e-9)
    assert np.all(separated[:-1] <= local[1:] + 1e-9)
assert e_local[0] < energy < e_local[1]
assert e_deep[1] < energy
assert np.min(abs(e_ghost - energy)) < 1e-9
ghost_count = np.sum(e_ghost < energy - 1e-6)
assert ghost_count >= 1
print("GHOST TEST: move C exp(-r^2) from V_loc to dV")
print(f"Original local levels e0,e1 = {e_local[0]:.6f}, "
      f"{e_local[1]:.6f} hartree")
print(f"Moved height C = {moved:.1f} hartree")
print(f"New local levels e0,e1 = {e_deep[0]:.6f}, {e_deep[1]:.6f} hartree")
print(f"Lowest KB level after move = {e_ghost[0]:.6f} hartree")
print(f"Number of KB levels below reference = {ghost_count}")

# A sign-changing dV can make the denominator vanish.
gaussian = np.exp(-r**2)
critical = (phi @ (gaussian * phi)) / (phi @ (r**2 * gaussian * phi))
near_zero = []
for fraction in (0.9999, 0.99999):
    changing = gaussian * (1 - fraction * critical * r**2)
    near_zero.append(quadratic_coefficient(changing, phi, chi))
growth = near_zero[1] / near_zero[0]
assert 8 < growth < 12
print(f"Coefficient growth when v falls tenfold near zero = {growth:.4f}")

# Angular factor for l=1, evaluated by three-dimensional quadrature.
x, wx = np.polynomial.legendre.leggauss(40)
radius, wr = 4 * (x + 1), 4 * wx
cosine, wc = np.polynomial.legendre.leggauss(24)
azimuth = 2 * np.pi * np.arange(48) / 48
sine = np.sqrt(1 - cosine**2)
directions = np.stack((np.outer(sine, np.cos(azimuth)),
                       np.outer(sine, np.sin(azimuth)),
                       np.outer(cosine, np.ones(48))), axis=-1)
directions = directions.reshape(-1, 3)
angular_weight = np.repeat(wc * 2 * np.pi / 48, 48)


def p_overlaps(center):
    points = radius[:, None, None] * directions[None, :, :]
    gaussian_orbital = np.exp(-np.sum((points - center)**2, axis=2) / 2)
    radial_part = wr * radius**2 * radius * np.exp(-radius**2)
    angular_part = radial_part @ gaussian_orbital
    harmonics = np.sqrt(3 / (4 * np.pi)) * directions
    return (angular_weight * angular_part) @ harmonics


center_a = np.array([0.0, 0.0, 1.0])
center_b = np.array([1.0, 2.0, 2.0]) / 3
overlap_a, overlap_b = p_overlaps(center_a), p_overlaps(center_b)
norm_a, norm_b = overlap_a @ overlap_a, overlap_b @ overlap_b
assert abs(norm_a / norm_b - 1) < 1e-9
angular_ratio = (overlap_a @ overlap_b) / norm_a
assert abs(angular_ratio - center_a @ center_b) < 1e-9
assert abs(overlap_a[2]**2 / overlap_b[2]**2 - 1) > 0.1
print(f"l=1 matrix-element ratio = {angular_ratio:.8f}; "
      f"cosine = {center_a @ center_b:.8f}")
print("success")
```

It prints:

```
MODEL: V_loc=-erf(r)/r, dV=A exp(-r^2), W=exp(-r^2/4)
Core height A = 2.0 hartree
Grid spacing = 0.100 bohr; length = 40.0 bohr
Reference energy, semilocal = -0.21644836 hartree
Reference energy, KB = -0.21644836 hartree
Reference strength v = 0.04805182 hartree
Lowest energy with v|phi><phi| = -0.29424310 hartree
PRESCRIBED DEVIATION: chi from u=r exp(-r^2/2)
<chi|dV|chi> = 0.70857581 hartree
<chi|dV|phi> = 0.15867517 hartree
<chi|D|chi> = 0.18460380 hartree
Norm of D chi = 0.40662268 hartree
eta; KB expectation error; KB action error; simple error [Ha]
0.20; 7.100146e-03; 7.974527e-02; 8.828183e-02
0.10; 1.827760e-03; 4.046047e-02; 3.843643e-02
0.05; 4.603586e-04; 2.030577e-02; 1.759497e-02
For eta=0.20: mean f = 1.628189; Var f = 1.477602e-01
CHANGED ENVIRONMENT: add lambda W
<phi|W|phi> = 0.16281047 (dimensionless)
Predicted coefficient of lambda^2 = 2.376330e-03 hartree^-1
Coefficient from diagonalization = 2.376404e-03 hartree^-1
lambda [Ha]; E_SL [Ha]; E_KB [Ha]; E_SL-E_KB [Ha]
0.08; -0.20418577; -0.20419856; 1.278609e-05
Error at lambda=0.08 = 0.347927 meV
0.04; -0.21012852; -0.21013201; 3.491377e-06
  error ratio after halving lambda = 3.6622
0.02; -0.21324054; -0.21324145; 9.112069e-07
  error ratio after halving lambda = 3.8316
0.01; -0.21483238; -0.21483261; 2.326878e-07
  error ratio after halving lambda = 3.9160
SECOND S STATE
Semilocal energy = -0.07891665 hartree
E_SL-E_KB = 3.589226e-05 hartree
<psi|D|psi> = 2.936140e-05 hartree
Relative spread of f in core = 0.050705
GHOST TEST: move C exp(-r^2) from V_loc to dV
Original local levels e0,e1 = -0.331141, -0.101447 hartree
Moved height C = 20.0 hartree
New local levels e0,e1 = -12.516001, -3.959765 hartree
Lowest KB level after move = -9.216197 hartree
Number of KB levels below reference = 2
Coefficient growth when v falls tenfold near zero = 10.0017
l=1 matrix-element ratio = 0.66666667; cosine = 0.66666667
success
```
